# Why the Muon Coupling in Muoniated Ethyl Exceeds the Proton Value, part 1

(Sections cited here and not found follow in the second part.)

Take the ethyl radical CH$_3$–CH$_2^\bullet$ with rigid bonds and let its methyl group turn freely about the C–C axis. Let $\theta$ be the dihedral angle between one methyl ($\beta$) C–H bond and the axis of the singly occupied p orbital on the other carbon, and suppose that the hyperfine coupling of that proton is $A(\theta)=B_0+B_2\cos^2\theta$. Free rotation gives $\langle\cos^2\theta\rangle=\tfrac12$, so each proton shows $B_0+\tfrac12B_2$. Now replace one proton by a positive muon, which binds an electron as the light hydrogen isotope Mu. The electronic Hamiltonian contains the charges and positions of the nuclei and not their masses. With bond lengths and bond angles rigid and the rotation free, the muon samples the same spin density as the proton, and its coupling differs by the ratio of magnetic moments, 3.183. The reduced coupling $A'_\mu=A_\mu|\mu_p/\mu_\mu|$ would equal the proton value.

The measured $A'_\mu$ of MuCH$_2$–CH$_2^\bullet$ near room temperature is roughly 1.4 times the $\beta$-proton coupling of ethyl (a rough figure). On one Born–Oppenheimer surface the excess must come from the nuclear motion frozen above: bond lengths, bond angles and the distribution of $\theta$. Two of these are followed here, the length of the $\beta$ bond and the distribution of $\theta$; the bends enter only through their harmonic zero-point energy. The model below has one stretch $x=r-r_e$ and one torsion $\theta$, with parameters computed at the UHF/6-31G level. Atomic units are used ($\hbar=1$), with couplings in MHz and vibrational energies in cm$^{-1}$.

## What the coupling measures

A nucleus pictured as a small uniformly magnetized sphere has the internal field $2\mu_0M/3$. Shrinking the sphere at fixed moment gives the contact energy $-\tfrac{2\mu_0}{3}\boldsymbol\mu_e\cdot\boldsymbol\mu_N\,\delta(\mathbf r-\mathbf R)$. With $\boldsymbol\mu_e=-g_e\mu_B\mathbf s$ and $\boldsymbol\mu_N=g_N\mu_N\mathbf I$ the two minus signs cancel:

$$H=\frac{2\mu_0}{3}g_e\mu_Bg_N\mu_N\sum_i\delta(\mathbf r_i-\mathbf R)\,\mathbf s_i\cdot\mathbf I .$$

In the doublet state with $S_z=\tfrac12$, $\langle\sum_i\delta(\mathbf r_i-\mathbf R)s_{zi}\rangle=\tfrac12\rho_s(\mathbf R)$ with $\rho_s=\rho_\alpha-\rho_\beta$. Equating this to $hA\,S_zI_z$ gives $A=\tfrac{2\mu_0}{3h}g_e\mu_Bg_N\mu_N\,\rho_s(\mathbf R)$. For a proton the constant is 4469.88 MHz bohr$^3$, and the density $1/\pi$ of a hydrogen 1s orbital gives 1422.81 MHz, a value tested against the Fermi formula $\tfrac{16}{3}\alpha^2cR_\infty(\mu_p/\mu_B)(g_e/2)$. Reduced couplings use the proton constant for each isotope (for the spin-1 deuteron this means scaling by $g_N$), so $A'$ is $\langle\rho_s\rangle$ in other units.

## One mixing, two consequences

Let $x$ lie along C–C and $z$ along the p axis, and let $h(\theta)$ be the one-electron matrix element between $p_z$ and the $\sigma$ orbital of the $\beta$ bond. Assume that the effective Hamiltonian is cylindrically symmetric about C–C. Turning the bond by $\theta$ is then the same as holding it in the $xz$ plane and turning the orbital into $\cos\theta\,p_z\pm\sin\theta\,p_y$. The $p_y$ part is odd under reflection in the $xz$ plane and $\sigma$ is even, so it drops out and $h=h_0\cos\theta$.

With $\sigma$ lying $\Delta$ below p, first-order mixing gives the orbitals $\sigma+\eta p$ and $p-\eta\sigma$ with $|\eta|=|h_0\cos\theta|/\Delta$. The $\alpha$ electrons fill both orbitals, so their density is unchanged by the mixing. The one $\beta$ electron of this pair of levels sits in the lower orbital and has weight $1-\eta^2$ in $\sigma$. The bond therefore carries net $\alpha$ spin $\eta^2$, which gives a positive coupling proportional to $\cos^2\theta$, and it has lost $\eta^2$ of a bonding electron. The first statement, with a constant $B_0$ added for the spin polarization that remains at $90^\circ$, where this mixing vanishes, has the form of the Heller–McConnell law; spin polarization also contributes to $B_2$, possibly as much as the mixing does, and the sum is taken from the computed couplings below. The second suggests that the force constant $k$ falls in step with the rise of $A$, which is a supposition until it is computed.

The staggered stationary point of ethyl has $\beta$ bonds at $0$ and $\pm120^\circ$, and the eclipsed one, 26 cm$^{-1}$ higher in electronic energy, has them at $90^\circ$, $-30^\circ$ and $-150^\circ$. A property of one bond is even in $\theta$ by reflection in the $xz$ plane, and unchanged under $\theta\to180^\circ-\theta$ by reflection in the nodal plane (the CH$_2$ wag relaxes to the mirror image). The two structures thus supply $\theta=0,30,60,90^\circ$.

| $\theta$ (deg) | $r_e$ (bohr) | $k$ ($E_h$/bohr$^2$) | $A$ (MHz) |
|---|---|---|---|
| 0 | 2.0594 | 0.3539 | 146.9 |
| 30 | 2.0555 | 0.3602 | 112.2 |
| 60 | 2.0494 | 0.3700 | 45.7 |
| 90 | 2.0469 | 0.3738 | 15.1 |

The end points fix $B_0=15.1$ and $B_2=131.8$ MHz, which predict 113.9 and 48.0 MHz at $30^\circ$ and $60^\circ$, within 2% of $B_2$ of the computed values. The fractional softening $(k_{90}-k)/(k_{90}-k_0)$ is $0.0136/0.0199=0.68$ at $30^\circ$ and $0.0038/0.0199=0.19$ at $60^\circ$, against 0.74 and 0.23 for $(A-B_0)/B_2$. Both comparisons are tests, and the second supports the supposition: the bond that eclipses the p orbital is the longest, the softest and the most strongly coupled.

## The stretch

Written in internal coordinates and their momenta, the kinetic energy contains the term $p_r^2/2\mu$ for the bond length, with $\mu^{-1}=m^{-1}+m_C^{-1}$. The local-mode picture keeps this term and drops the kinetic couplings to the other coordinates. With atomic masses (nucleus plus one electron) $\mu_H=1694.8$ and $\mu_{Mu}=205.8$, and the isotope factor is $s=\sqrt{\mu_H/\mu_{Mu}}=2.870$. For Mu the local picture can be tested: $\sqrt{k/\mu}$ at $\theta=0$ is $3171\times2.870=9100$ cm$^{-1}$, and the highest normal mode of the whole molecule is 9094 cm$^{-1}$.

For the Morse curve $D(1-e^{-ax})^2$ put $\lambda=\sqrt{2\mu D}/a$ and $z=2\lambda e^{-ax}$, so that $d/dx=-az\,d/dz$ and $D=a^2\lambda^2/2\mu$. Multiplying the Schrödinger equation by $2\mu/a^2$ gives

$$-(z\partial_z)^2\psi+(\lambda-z/2)^2\psi=\epsilon\psi,\qquad E=\frac{a^2\epsilon}{2\mu}.$$

For $\psi=z^{q}e^{-z/2}$ one has $z\partial_z\psi=(q-z/2)\psi$ and $(z\partial_z)^2\psi=[(q-z/2)^2-z/2]\psi$. The $z^2$ terms cancel, the terms linear in $z$ require $q+\tfrac12-\lambda=0$, and the constants give $\epsilon=\lambda^2-q^2=\lambda-\tfrac14$. The function has no node and is the ground state. The curvature $2Da^2=\mu\omega^2$ gives $\omega=a^2\lambda/\mu$ and $a^2/\mu=\omega^2/2D$, so $E_0=\omega/2-a^2/8\mu=\omega/2-\omega^2/16D$.

Since $|dx|=dz/az$, the probability is proportional to $z^{2\lambda-2}e^{-z}dz$, with normalization $\Gamma(2\lambda-1)$. Differentiating $\Gamma(n)=\int z^{n-1}e^{-z}dz$ with respect to $n$ brings down $\ln z$, so the mean and variance of $\ln z$ are the digamma function $\psi_0(2\lambda-1)$ and its derivative. With $x=(\ln2\lambda-\ln z)/a$,

$$\langle x\rangle=\frac{\ln2\lambda-\psi_0(2\lambda-1)}{a},\qquad \mathrm{var}\,x=\frac{\psi_0'(2\lambda-1)}{a^2}.$$

These two results and $E_0$ are tested against a grid diagonalization. For large $\lambda$, $\psi_0(n)\approx\ln n-1/2n$, so $a\langle x\rangle\approx-\ln(1-1/2\lambda)+1/4\lambda\approx3/4\lambda$, and $\psi_0'(n)\approx1/n$. Using $a^2\lambda=\mu\omega$,

$$\langle x\rangle\approx\frac{3a}{4\mu\omega},\qquad \langle x^2\rangle\approx\sigma^2\equiv\frac{1}{2\mu\omega}.$$

Because $\mu\omega=\sqrt{k\mu}$, both moments grow by the factor $s$ from H to Mu at leading order in $1/\lambda$. Expanding the coupling,

$$\langle A\rangle\approx A(0)+A_x\langle x\rangle+\tfrac12A_{xx}\langle x^2\rangle ,$$

shows that the longer bond and the wider amplitude enter at the same order in the mass. A purely harmonic bond would keep the last term.

Energies and contact densities were computed at five displacements from $-0.6$ to $+0.8$ bohr for each angle. The energy was fitted by powers 2 to 5 of $1-e^{-x}$ ($x$ in bohr), the coupling was interpolated by a polynomial and held constant outside the scan (0.7% of the Mu probability at $\theta=0$), and the ground states were found on a grid. At $\theta=0$ the Morse curve with the same second and third derivatives has $a=1.042$ bohr$^{-1}$ and $D=0.164\,E_h$, so $\lambda_{Mu}=\sqrt{2\times205.8\times0.164}/1.042=7.9$. The leading formula gives $\langle x\rangle=0.0318$ bohr for H and 0.0913 for Mu, against 0.0324 and 0.0967 from the grid, low by 2% and 6% of the grid values. With $A_x=124.5$ MHz/bohr and $A_{xx}=329.3$ MHz/bohr$^2$ the Mu terms are $124.5\times0.0967=12.0$ and $\tfrac12\times329.3\times0.0737=12.1$ MHz. The full average rises by 30.4 MHz, to 177.2 MHz.

The numbers qualify the phrase "longer bond". The lengthening supplies 40% of the shift, the curvature of $A(x)$ acting on the amplitude supplies as much again, and 20% lies in higher terms, which the wide muon function reaches. $A_{xx}$ depends on the interpolation (a denser scan gives about 347 MHz/bohr$^2$ and a full shift of 31 MHz), so the last two shares are good only to several percentage points. For H the two terms are $4.03+3.64=7.7$ of a full shift of $155.2-146.9=8.3$ MHz. The isotope effect of the stretch at $\theta=0$ is the ratio $177.2/155.2=1.14$.

## The zero-point barrier

Assume that the torsion is slow against the other 14 modes and that these stay in their ground state. Their zero-point energy then adds to the torsional potential. For the stretch one needs $E_0$ on a general curve $\tfrac12kx^2+k_3x^3+k_4x^4$. Write $x=\sigma(b+b^\dagger)$. Then $x^2|0\rangle=\sigma^2(|0\rangle+\sqrt2|2\rangle)$ has squared norm $\langle x^4\rangle=3\sigma^4$, and one more factor gives $x^3|0\rangle=\sigma^3(3|1\rangle+\sqrt6|3\rangle)$. First order in $k_4$ and second order in $k_3$, with denominators $\omega$ and $3\omega$, give

$$E_0\approx\frac\omega2+\delta,\qquad \delta=3k_4\sigma^4-k_3^2\sigma^6\Big(\frac9\omega+\frac6{3\omega}\Big)=3k_4\sigma^4-\frac{11k_3^2\sigma^6}{\omega}.$$

For Morse, $k_3=-Da^3$ and $k_4=\tfrac7{12}Da^4$. With $a^2/\mu=\omega^2/2D$ the two terms are $7\omega^2/64D$ and $-11\omega^2/64D$, whose sum is the $-\omega^2/16D$ found above. Under substitution $\omega\to s\omega$ and $\sigma^2\to s\sigma^2$, so both terms of $\delta$ scale as $s^2$.

Let $e_H(\theta)=\omega_H/2+\delta_H$. The three $\beta$ bonds of CH$_2$Mu contribute

$$\tfrac12(s-1)\,\omega_H(\theta)+(s^2-1)\,\delta_H(\theta)+\sum_{j=0}^{2}e_H(\theta+120^\circ j).$$

The last sum is the CH$_3$ value. It has no $\cos2\theta$ part, because $\sum_j\cos(2\theta+240^\circ j)$ is the real part of $e^{2i\theta}$ times the sum of the three cube roots of unity, which is zero. The softening that every methyl bond feels cancels among three equal masses and survives when one mass differs. If $k=k_{90}-\Delta k\cos^2\theta$, then to first order in $\Delta k/k$ (5% here) $\omega_H$ has the same form, and taking it for $\delta_H$ as well gives $V=V_2\sin^2\theta$ plus a constant, with the stretch share

$$V_2^{\rm str}=\tfrac12[\omega_H(90^\circ)-\omega_H(0)](s-1)+[\delta_H(90^\circ)-\delta_H(0)](s^2-1).$$

The first term is positive for Mu: the isotope with the larger zero-point energy gains more from the soft position. It equals $\tfrac12(3259-3171)\times1.870=82$ cm$^{-1}$. The second carries $s^2-1=7.23$ instead of 1.87, so a small angular variation of $\delta_H$ matters.

For the full potential, $V(\theta)$ is the electronic energy plus the harmonic zero-point energy of the 14 modes from the analytic Hessian, plus the anharmonic shifts of the three $\beta$ stretches. Four angles fix four terms $f=\sum_{n=0}^3c_n\cos2n\theta$. The combination $f_0+f_{30}-f_{60}-f_{90}$ gives 3 on $\cos2\theta$ (values $1,\tfrac12,-\tfrac12,-1$) and zero on $1$, on $\cos4\theta$ (values $1,-\tfrac12,-\tfrac12,1$) and on $\cos6\theta$ (values $1,-1,1,-1$). Harmonics above $\cos6\theta$ are assumed negligible; $\cos10\theta$ would be indistinguishable from $\cos2\theta$ at these angles. Since $\sin^2\theta=\tfrac12-\tfrac12\cos2\theta$,

$$V_2=-2c_1=\tfrac23\,(f_{90}+f_{60}-f_{30}-f_0).$$

The computed $V$ is $0,\,73.9,\,153.1,\,203.0$ cm$^{-1}$, so $V_2=\tfrac23\times282.2=188$ cm$^{-1}$, or 2.25 kJ/mol (an upper value, revised below), with $c_2=-8.0$ and $c_3=-7.4$ cm$^{-1}$. The electronic energy cancels in the combination, because each structure appears once with each sign. For CH$_3$ the same construction leaves a sixfold ripple of 13.7 cm$^{-1}$ from trough to crest.

The stretch average raises the muon's coupling above the proton's, and the zero-point energy gives CH$_2$Mu a twofold torsional barrier, with an upper value of 188 cm$^{-1}$, that favours the strongly coupled position $\theta=0$. It remains to examine and revise that barrier, solve the hindered rotor, and combine torsion and stretch into a coupling ratio to set beside the measured one.
